\section*{Pulay Stress and the Finite-Basis Correction in Plane-Wave Calculations, part 1}

(Sections cited here and not found follow in the second part.)

\section{Pressure at constant basis and at constant cutoff}

\subsection{What goes wrong}

Suppose a crystal is relaxed in a plane-wave calculation by following the computed stress until it vanishes. The energy is then computed at several volumes around the result, each time with the same cutoff, and a smooth curve is drawn through the points. The minimum of the curve does not lie at the relaxed volume. In the model worked out in the second half, the stress leads to a volume 2.7 percent too small, although the stress was evaluated without any mistake.

A second trouble appears when few $k$-points are used. The energies computed at constant cutoff do not lie on a smooth curve at all. They jump, and a pressure taken from two neighbouring volumes can be wrong by many times its own size.

Both troubles have one origin. The number of plane waves below a given cutoff depends on the volume, and the energy depends on the number of plane waves. The first part of these notes finds the resulting difference between two pressures; the second removes the jumps.

\subsection{Setting and conventions}

Hartree atomic units are used, so a plane wave of wave vector $\mathbf q$ has kinetic energy $q^2/2$. The cell has volume $V$, and $E$ is the energy per cell. The cell changes size but not shape, and the ions keep their fractional coordinates. Pressure is
\begin{equation}
P=-\frac{dE}{dV},
\end{equation}
positive when the crystal tends to expand. What is held fixed in this derivative is the subject of what follows.

At each $k$-point the orbitals are expanded in the functions $V^{-1/2}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$, normalized in the cell, with
\begin{equation}
\tfrac12|\mathbf k+\mathbf G|^2\le E_c=\tfrac12 k_c^2 .
\label{cut}
\end{equation}
The energy is taken to be the minimum of an energy functional over orthonormal orbitals in this basis. The system is an insulator with fixed occupations, and the basis functions are orthonormal at every volume. Integration errors on auxiliary real-space grids are left out.

Two pressures can now be defined. The constant-cutoff pressure $P_c$ is the slope when $E_c$ is fixed and the basis is chosen anew at each volume. The constant-basis pressure $P_N$ is the slope when the set of plane waves is kept, each wave being stretched with the cell.

\subsection{How the basis depends on volume}

Write the reciprocal lattice vectors of the cell as $\mathbf b_i=V^{-1/3}\hat{\mathbf b}_i$, where $\hat{\mathbf b}_i$ belongs to a cell of the same shape and unit volume. With fractional $k$-point coordinates $\kappa_i$ and integer labels $n_i$,
\begin{equation}
\mathbf k+\mathbf G=V^{-1/3}\mathbf g,\qquad
\mathbf g=\sum_i(\kappa_i+n_i)\hat{\mathbf b}_i .
\end{equation}
The vector $\mathbf g$ does not depend on $V$. Condition (\ref{cut}) becomes
\begin{equation}
g^2\le 2E_cV^{2/3}.
\label{labels}
\end{equation}
The set of allowed labels therefore depends on $V$ and $E_c$ through the product $E_cV^{2/3}$ alone. Keeping the basis while the volume changes is the same as letting the cutoff follow
\begin{equation}
E_c\propto V^{-2/3},\qquad
\left.\frac{d\ln E_c}{d\ln V}\right|_{N}=-\frac23 .
\label{follow}
\end{equation}
On expansion every retained wave gets longer, so the highest kinetic energy in the basis falls.

The number of waves follows from a rule that will be used several times. The Brillouin zone has volume $(2\pi)^3/V$. For a dense uniform set of $k$-points with weights $w_{\mathbf k}$ that sum to one, the average over $\mathbf k$ is $V/(2\pi)^3$ times an integral over the zone. Summing over $\mathbf G$ then covers all of reciprocal space once:
\begin{equation}
\sum_{\mathbf k}w_{\mathbf k}\sum_{\mathbf G}F(\mathbf k+\mathbf G)
\;\to\;\frac{V}{(2\pi)^3}\int d^3q\,F(\mathbf q).
\label{rule}
\end{equation}
Taking $F=1$ inside the cutoff sphere and zero outside gives the mean number of plane waves per $k$-point,
\begin{equation}
N=\frac{V}{8\pi^3}\,\frac{4\pi k_c^3}{3}
=\frac{Vk_c^3}{6\pi^2}
=\frac{V(2E_c)^{3/2}}{6\pi^2}.
\label{count}
\end{equation}
This agrees with (\ref{follow}): at constant $N$, $E_c^{3/2}V$ is constant.

\subsection{The stress theorem gives the constant-basis slope}

Collect the expansion coefficients of all orbitals in $c$. For a fixed set of labels the energy functional is a function $\mathcal E(c,V)$, which includes the energy of the ions. The coefficients minimize $\mathcal E$ under orthonormality constraints $C_j(c)=0$. Because the basis is orthonormal at every volume, these constraints do not contain $V$. At the minimum, with multipliers $\lambda_j$,
\begin{equation}
\frac{\partial\mathcal E}{\partial c}=\sum_j\lambda_j\frac{\partial C_j}{\partial c}.
\end{equation}
When the volume changes, the total derivative is
\begin{align}
\left.\frac{dE}{dV}\right|_N
&=\frac{\partial\mathcal E}{\partial V}
+\frac{\partial\mathcal E}{\partial c}\cdot\frac{dc}{dV}\nonumber\\
&=\frac{\partial\mathcal E}{\partial V}
+\sum_j\lambda_j\frac{dC_j}{dV}
=\frac{\partial\mathcal E}{\partial V}.
\label{hf}
\end{align}
The last step holds because each $C_j$ stays zero. The change of the orbitals drops out, and the explicit volume dependence remains. This is the stress theorem. It needs a minimum within the given basis, not a complete basis, and what it delivers is the derivative with the labels held fixed, which is $P_N$.

For independent electrons in a local potential the explicit derivative is short. Let each cell contain one ion with potential $v(r)$ and Fourier integral $w(q)=\int v(r)e^{-i\mathbf q\cdot\mathbf r}d^3r$. The Hamiltonian matrix is
\begin{equation}
H_{\mathbf G\mathbf G'}=\tfrac12|\mathbf k+\mathbf G|^2\delta_{\mathbf G\mathbf G'}
+\frac{w(q)}{V},\qquad \mathbf q=\mathbf G-\mathbf G' .
\label{H}
\end{equation}
The factor $1/V$ comes from the two normalization factors $V^{-1/2}$; the integral over one cell of the potentials of all ions equals the integral over all space of one. At fixed labels every squared wave vector scales as $V^{-2/3}$, so
\begin{equation}
V\frac{\partial H_{\mathbf G\mathbf G'}}{\partial V}
=-\tfrac13|\mathbf k+\mathbf G|^2\delta_{\mathbf G\mathbf G'}
-\frac{w}{V}-\frac{2q^2}{3V}\frac{dw}{d(q^2)} .
\label{dH}
\end{equation}
The expectation value of (\ref{dH}), summed over occupied states and divided by $-V$, is $P_N$.

\subsection{The Pulay pressure}

Assume that the $k$-points are dense enough for $E(V,E_c)$ to be differentiable in both variables. Define
\begin{equation}
D=\left.\frac{\partial E}{\partial\ln E_c}\right|_V .
\end{equation}
The constant-basis derivative follows the path (\ref{follow}) in the plane of $V$ and $E_c$. The chain rule gives
\begin{align}
\left.\frac{dE}{dV}\right|_N
&=\left.\frac{\partial E}{\partial V}\right|_{E_c}
+D\left.\frac{d\ln E_c}{dV}\right|_N\nonumber\\
&=\left.\frac{\partial E}{\partial V}\right|_{E_c}-\frac{2D}{3V}.
\end{align}
Reversing the signs turns slopes into pressures:
\begin{equation}
P_N=P_c+\frac{2D}{3V}.
\label{main}
\end{equation}
The pressure that must be added to the stress-theorem value to obtain the constant-cutoff value is
\begin{equation}
P_{\rm Pulay}=P_c-P_N=-\frac{2}{3V}\frac{\partial E}{\partial\ln E_c}\ge0 .
\label{pulay}
\end{equation}
Its magnitude is $(2/3V)|dE/d\ln E_c|$. The sign follows from the variational principle. A higher cutoff adds functions and removes none, so the minimum cannot rise, and $D\le0$. The stress theorem thus gives a pressure that is too low compared with the constant-cutoff slope.

The result has a direct reading. By (\ref{count}), $d\ln N=\frac32\,d\ln E_c$ at fixed volume, so
\begin{equation}
\tfrac23D=N\frac{\partial E}{\partial N},\qquad
P_{\rm Pulay}=-\frac NV\,\frac{\partial E}{\partial N}.
\label{reading}
\end{equation}
At constant cutoff, a cell that grows by $dV$ gains $(N/V)\,dV$ plane waves. Each lowers the energy by $-\partial E/\partial N$. This gain favours expansion, and a calculation with a fixed set of waves does not have it.

\subsection{The stress tensor}

Under a general small strain $\epsilon_{\alpha\beta}$, a retained wave vector changes by $\delta q_\alpha=-\epsilon_{\alpha\beta}q_\beta$, with summation over repeated indices. Its kinetic energy changes by $-q_\alpha\epsilon_{\alpha\beta}q_\beta$. At the surface of the sphere, in direction $\hat{\mathbf q}$, the effective cutoff therefore changes by
\begin{equation}
\frac{\delta E_c(\hat{\mathbf q})}{E_c}=-2\,\hat q_\alpha\epsilon_{\alpha\beta}\hat q_\beta .
\end{equation}
If a plane wave at the surface lowers the energy equally in all directions, only the directional average matters. Since $\hat q_\alpha\hat q_\beta$ averages to $\delta_{\alpha\beta}/3$, the average is $-\frac23\epsilon_{\alpha\alpha}$. The Pulay stress is then isotropic and given by (\ref{pulay}). If the gain depends on direction, the response to a uniform dilation is still given by (\ref{pulay}), because $\hat q_\alpha\hat q_\alpha=1$ in every direction. In a cubic crystal symmetry keeps the whole tensor isotropic. At lower symmetry, as in a layered crystal, the Pulay stress can have a traceless part, which the derivative with respect to one common cutoff does not supply.

\subsection{Which pressure is nearer to the converged one?}

Equation (\ref{main}) compares two pressures in an incomplete basis and does not say which is better. Let $E_\infty(V)$ be the energy in a complete basis and $\Delta\ge0$ the basis error, $E=E_\infty+\Delta(V,E_c)$. Then $D=\partial\Delta/\partial\ln E_c$, and
\begin{align}
P_c-P_\infty&=-\left.\frac{\partial\Delta}{\partial V}\right|_{E_c},
\label{pcerr}\\
P_N-P_\infty&=-\left.\frac{\partial\Delta}{\partial V}\right|_{E_c}
+\frac{2}{3V}\frac{\partial\Delta}{\partial\ln E_c}.
\end{align}
Constant cutoff is the better choice when $\Delta$ at fixed cutoff depends weakly on volume. An estimate for independent electrons shows when this is so.

Let $\psi$, with energy $\varepsilon$, be an occupied state in the given basis, and add one omitted wave of kinetic energy $T=q^2/2$. Kinetic energy is diagonal in plane waves, so the coupling $h=\langle\mathbf q|v|\psi\rangle$ comes from the potential. Neglect the mean potential beside $T$. The new lowest energy $\lambda$ obeys $(\varepsilon-\lambda)(T-\lambda)=|h|^2$, and for small $h$
\begin{equation}
\lambda\simeq\varepsilon-\frac{|h|^2}{T-\varepsilon}.
\label{second}
\end{equation}
If the coupling of the omitted waves to one another through the potential is also neglected beside $T$, the gains of different omitted waves add up. This is an approximation beyond the smallness of $h$.

Let the occupied band be built from an orbital $\phi$ localized at each ion, with negligible overlap between cells. The Bloch sum repeats $v\phi$ in every cell, and its integral against a plane wave over one cell is an integral over all space:
\begin{equation}
h=\frac{u(\mathbf q)}{\sqrt V},\qquad
u(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}v(r)\phi(\mathbf r)\,d^3r .
\end{equation}
With two electrons per cell, (\ref{rule}) and (\ref{second}) give
\begin{equation}
\Delta\simeq\frac{V}{(2\pi)^3}\int_{q>k_c}\!d^3q\;
\frac{2|u(\mathbf q)|^2}{V(q^2/2-\varepsilon)} .
\label{local}
\end{equation}
The volume cancels. The missing short waves describe the orbital close to its ion, and the ion does not notice the size of the cell. At fixed cutoff the error is then a constant shift of the energy curve.

The opposite limit is a nearly free orbital, $\psi\simeq V^{-1/2}e^{i\mathbf k\cdot\mathbf r}$. Its coupling to the wave $\mathbf q=\mathbf k+\mathbf G$ is $w(|\mathbf G|)/V$. If $w$ changes little over the width of the Brillouin zone, this may be replaced by $w(q)/V$. With $\varepsilon$ neglected beside $q^2/2$, the same steps give
\begin{equation}
\Delta\simeq\frac{2}{V}\int_{q>k_c}\frac{d^3q}{(2\pi)^3}\,
\frac{|w(q)|^2}{q^2/2}\;\propto\;\frac1V ,
\end{equation}
so that $P_c-P_\infty=\Delta/V$. If the error falls locally as $E_c^{-m}$, then $|D|=m\Delta$, and the ratio of this remaining error to the Pulay pressure is
\begin{equation}
\frac{\Delta/V}{2m\Delta/(3V)}=\frac{3}{2m}.
\label{ratio}
\end{equation}
Within this estimate, constant cutoff is the better choice here too when the energy converges rapidly, $m\gg1$. To see this, note that $P_N-P_\infty=(P_c-P_\infty)-P_{\rm Pulay}$, so $P_N$ is the nearer one only when $P_c-P_\infty$ exceeds $P_{\rm Pulay}/2$; by (\ref{ratio}) constant cutoff wins when $m>3$. If $w$ changes appreciably over the zone, as a rapidly decaying $w$ does in a small cell, the width of the zone brings in a further dependence on volume. With $\Delta\propto V^{-p}$ locally, the ratio becomes $3p/(2m)$, and constant cutoff wins when $m>3p$. It can lose its advantage where compression changes the orbitals near the ions so strongly that $-\partial\Delta/\partial V$ at fixed cutoff exceeds half the Pulay pressure.

\section{The finite-basis correction and a worked example}

\subsection{Symbols and results carried over}

$E(V,E_c)$ is the energy per cell in a plane-wave basis with cutoff $E_c=k_c^2/2$. The slope $D=\partial E/\partial\ln E_c$ at fixed volume is not positive. $P_N$ is the pressure with the integer labels of the plane waves held fixed, as the stress theorem gives it; $P_c$ is the pressure at fixed cutoff; $P_\infty$ is the pressure in a complete basis. For dense $k$-points,
\begin{equation}
P_c-P_N=-\frac{2D}{3V},\qquad
N_{\rm id}=\frac{V(2E_c)^{3/2}}{6\pi^2},
\label{carry}
\end{equation}
where $N_{\rm id}$ is the ideal mean number of plane waves per $k$-point. An omitted wave whose wave vector has length $q$ would lower the energy by a gain $f(q)$, and the gains are taken to add up, which neglects the coupling among omitted waves.

For dense $k$-points, the stress theorem has been shown to give the constant-basis pressure, and adding the Pulay pressure $-2D/(3V)$ turns it into the constant-cutoff pressure. It remains to remove the energy jumps that appear with few $k$-points, and to test both corrections on a model crystal.
